# Thin-Film Oxide Growth Limited by Electron Tunnelling, part 2

A metal is covered by a uniform oxide film of thickness $X$, with the metal at $x=0$ and adsorbed oxygen at $x=X$. The film thickens as cations of charge $+ze$ move outward, while electrons tunnel from the metal into the oxygen layer.

Fluxes, $J_e$ for electrons and $J_i$ for cations, are numbers of particles per area and time, positive outward. $U$ is the outer minus the inner potential, and the field is uniform. $\phi_0$ is the barrier height above the metal Fermi level at $x=0$, $m$ the free electron mass, $D$ the cation diffusion coefficient and $\Omega$ the oxide volume per cation. The mobile-cation densities $n_0$ and $n_L$ at the inner and outer faces are fixed.

Part (a) found the transmission probability

$$P=\frac{16\,k\,k'\,\kappa_0\,\kappa_1}{(k^2+\kappa_0^2)(k'^2+\kappa_1^2)}\exp(-2K),\qquad 2K=2X\bar\kappa,$$

$$\bar\kappa=\frac{\sqrt{2m}}{\hbar}\int_0^1\sqrt{\phi_0-eUs}\;ds .$$

The fraction is the interface factor; $k,k'$ are wave numbers in the metal and beyond the film, and $\kappa_0,\kappa_1$ decay constants at the two faces. For small $U$ the integral is $\sqrt{\phi_0}\,[1-eU/(4\phi_0)]$. At $U=0$, $2\bar\kappa=12.549$ nm⁻¹.

Part (b) found, with $w=zeU/kT$,

$$J_i=\frac{D}{X}\,w\,\frac{n_0-n_L\exp(w)}{\exp(w)-1},\qquad U_{\rm eq}=\frac{kT}{ze}\ln\frac{n_0}{n_L}.$$

Part (c) combined this with $J_e=zJ_i$ and

$$J_e=G\exp(-2\bar\kappa X)\left[1-\exp\left(-\frac{e(V_M+U)}{kT}\right)\right].$$

Here $G$ is constant, and $eV_M$ is the electron electrochemical potential in the metal minus that in the oxygen layer at $U=0$. Tunnelling limits growth when $J_e/z$ is much smaller than the ionic capacity $Dn_L\ln(n_0/n_L)/X$. Their ratio is then $\delta=\ln(n_0/n_L)-w\ll1$, and $U\approx U_{\rm eq}$, independent of $X$. For slow ions and a thin film, $U$ instead approaches $-V_M$; the slow-ion values in the final output test this.

The example uses $\phi_0=1.50$ eV, $T=300$ K, $kT=0.02585$ eV, $z=2$, $\Omega=0.020$ nm³, $n_0=1.00$ nm⁻³ and $n_L=0.01$ nm⁻³.

Part (d) now asks for the thickness $X(t)$, and its behaviour at short and long times, when the film has thickness $X_0$ at $t=0$ and tunnelling limits growth from then on.

**Solution.** Each arriving cation adds a volume $\Omega$. The thickness therefore grows at the rate $\Omega J_i=\Omega J_e/z$. The return flux is negligible when $e(V_M+U)\gg kT$, and at fixed $U$ it would in any case change the rate by a constant factor. Define

$$L=\frac{1}{2\bar\kappa},\qquad u_0=\frac{\Omega G}{z}.$$

The growth equation is then

$$\frac{dX}{dt}=u_0\exp\left(-\frac{X}{L}\right).$$

The prefactor $u_0$ is a velocity. It is an extrapolation to $X=0$, where the thick-barrier formula does not apply, so it should not be read as the growth rate of a bare metal.

Separate the variables and integrate from $(0,X_0)$ to $(t,X)$:

$$\int_{X_0}^{X}\exp\left(\frac{X'}{L}\right)dX'=u_0t .$$

The left side equals $L[\exp(X/L)-\exp(X_0/L)]$. Dividing by $L\exp(X_0/L)$ gives

$$\exp\left(\frac{X-X_0}{L}\right)=1+\frac{t}{\tau},\qquad \tau=\frac{L}{u_0}\exp\left(\frac{X_0}{L}\right),$$

and taking the logarithm gives

$$X(t)=X_0+L\ln\left(1+\frac{t}{\tau}\right).$$

This is direct logarithmic growth: the thickness itself is linear in the logarithm of time once $t\gg\tau$. The time $\tau$ is $L$ divided by the initial growth rate.

For $t\ll\tau$ the logarithm is approximately $t/\tau$, and growth is linear at the initial rate $L/\tau$. For $t\gg\tau$ each tenfold increase of time adds a thickness $L\ln10$. Differentiating $X(t)$ gives

$$\frac{dX}{dt}=\frac{L}{t+\tau}.$$

At late times the rate is therefore $L/t$, which no longer contains $u_0$ or $X_0$. A larger flux prefactor brings the film to a given thickness sooner, but at a given late time the thicker film has a correspondingly smaller transmission. Multiplying $G$ by a factor $g$ divides $\tau$ by $g$, and so increases the late thickness by $L\ln g$.

The law must not depend on the moment at which the clock is started. Suppose that the clock is restarted at time $t_1$, when the thickness is $X_1$. The new time constant is

$$\tau_1=\frac{L}{u_0}\exp\left(\frac{X_1}{L}\right)=\tau\left(1+\frac{t_1}{\tau}\right)=\tau+t_1 .$$

With $t'=t-t_1$, the restarted law contains $1+t'/\tau_1=(t+\tau)/(t_1+\tau)$. Adding $L$ times its logarithm to $X_1$ reproduces the original $X(t)$. The constant $\tau$ thus belongs to the chosen starting thickness and is not a property of the material alone.

### (e) A numerical film

*Use the parameters given at the start, with $X_0=2.50$ nm, $G=10^{13}$ nm⁻² s⁻¹, $V_M=1.00$ V and fast ions, $D=10^3$ nm²/s. Find the constants of the growth law and the thickness after $10^2$, $10^4$ and $10^6$ s. Check that tunnelling is the limiting process.*

**Solution.** The potential at which the ion flux vanishes is

$$U_{\rm eq}=\frac{0.02585\ \text{V}}{2}\ln100=0.0595\ \text{V}.$$

At $U=0$ the decay constant is half of 12.549 nm⁻¹, or 6.275 nm⁻¹. The small-$U$ expansion of part (a) multiplies this by $1-0.0595/(4\times1.50)=0.990$. The result is $\bar\kappa=6.21$ nm⁻¹, and hence

$$L=\frac{1}{2\times6.212\ \text{nm}^{-1}}=0.0805\ \text{nm}.$$

The velocity prefactor is

$$u_0=\frac{0.020\times10^{13}}{2}\ \text{nm/s}=10^{11}\ \text{nm/s}.$$

At the initial thickness $X_0/L=31.06$, and the exponential reduces the rate to $3.24\times10^{-3}$ nm/s. The time constant is

$$\tau=\frac{0.08049\ \text{nm}}{3.244\times10^{-3}\ \text{nm/s}}=24.8\ \text{s}.$$

After $10^4$ s the logarithm is $\ln(1+10^4/24.82)=6.00$, so

$$X=2.50+0.0805\times6.00=2.983\ \text{nm}.$$

The same calculation gives 2.630 nm after $10^2$ s and 3.354 nm after $10^6$ s. Each late decade adds $L\ln10=0.185$ nm. This is of the size of an atomic spacing or less, so $X$ must be understood as an average over an area and not as a count of complete layers.

To check the limiting process, compare the fluxes at $X_0$. The required ion flux is $J_e/z=0.162$ nm⁻² s⁻¹, while the ionic capacity is 18.4 nm⁻² s⁻¹. Their ratio is $\delta=0.0088$. The potential should therefore lie below $U_{\rm eq}$ by

$$\frac{kT}{ze}\,\delta=0.0129\times0.0088\ \text{V}\approx1.1\times10^{-4}\ \text{V}.$$

The full balance of fluxes gives 0.05941 V, against $U_{\rm eq}=0.05953$ V, in agreement with this estimate.

The effect on growth can be estimated as well. A potential shift $\delta U$ changes the tunnelling exponent by about $(X_0/L)\,e\,\delta U/(4\phi_0)$. Here this is

$$\varepsilon=\frac{31.06\times1.1\times10^{-4}}{6.0}\approx6\times10^{-4}.$$

The initial rate is lower by this fraction. The fraction itself shrinks as the film thickens, approximately in proportion to the flux. Since the time spent per unit thickness is inversely proportional to the flux, the delay accumulated per unit thickness is constant to leading order. It equals $\varepsilon\tau/L$, and the total delay is $\varepsilon\tau\ln(1+t/\tau)$. Multiplying by the rate $L/(t+\tau)$ gives the lag in thickness:

$$\Delta X\approx\varepsilon L\,\frac{\ln(1+t/\tau)}{1+t/\tau}.$$

At $10^2$ s this is about $1.5\times10^{-5}$ nm. The logarithmic law was tested against time integration of the coupled fluxes, with $U$ solved at every thickness. At $10^2$ s the two thicknesses are 2.63002 and 2.63001 nm, consistent with the estimate. At the two later times they agree to all printed digits. This is agreement between two treatments of the same model. It does not mean that a real film follows the law to such precision.

### (f) Is the flux prefactor constant?

*Replace the constant $G$ by the electron supply of a free-electron metal at zero temperature, with a flat barrier. Find the flux and the resulting slope of $X$ against $\ln t$.*

**Solution.** Electrons with different velocities towards the film have different decay constants. Let $k$ now be the wave-vector component normal to the film, and $k_F$ the Fermi wave number. Set the interface factor of part (a) to 1 for every electron, in order to isolate the effect of the sum over states. Assume also that the oxygen layer has an empty state for every transmitted electron, including those from below the Fermi level. There are two spin states per cell of volume $(2\pi)^3$ in wave-vector space. At given $k$, the occupied transverse wave vectors fill a disc of area $\pi(k_F^2-k^2)$. With normal velocity $\hbar k/m$, the flux is

$$J=\frac{2\pi}{(2\pi)^3}\,\frac{\hbar}{m}\int_0^{k_F}(k_F^2-k^2)\,k\,\exp(-2Xq)\,dk .$$

The decay constant $q$ follows from the energy still missing in the normal direction. With $\kappa=\sqrt{2m\phi_0}/\hbar$ for normal motion at the Fermi level,

$$q^2=\kappa^2+k_F^2-k^2 .$$

Thus $k_F^2-k^2=q^2-\kappa^2$ and $k\,dk=-q\,dq$. The slowest normal motion has the largest $q$, and its contribution is exponentially small for a thick film. The upper limit in $q$ may therefore be extended to infinity:

$$J=\frac{\hbar}{4\pi^2m}\int_\kappa^\infty(q^2-\kappa^2)\,q\,\exp(-2Xq)\,dq .$$

Put $q=\kappa+v$. The polynomial becomes $(2\kappa v+v^2)(\kappa+v)=2\kappa^2v+3\kappa v^2+v^3$. The integrals $\int_0^\infty v^n\exp(-2Xv)\,dv=n!/(2X)^{n+1}$ then give

$$J=\frac{\hbar}{4\pi^2m}\exp(-2\kappa X)\left[\frac{2\kappa^2}{(2X)^2}+\frac{6\kappa}{(2X)^3}+\frac{6}{(2X)^4}\right].$$

Take out the first term in the bracket, define $y=2\kappa X$, and use $\hbar^2\kappa^2/m=2\phi_0$:

$$J=\frac{\phi_0}{4\pi^2\hbar X^2}\exp(-y)\left(1+\frac3y+\frac3{y^2}\right).$$

The factor $1/X^2$ arises because a thicker film selects a narrower range of electrons, both in normal energy and in direction. This formula was tested against a numerical sum over the Fermi sphere. At 2.5 nm the factor multiplying $\exp(-y)$ is $1.015\times10^{13}$ nm⁻² s⁻¹, of the same order as the chosen $G$. The interface factor of part (a), which is 2.84 at the Fermi level for a kinetic energy of 5.0 eV, would raise this value about threefold while hardly changing the slope found below. At 3.5 nm it is $5.04\times10^{12}$ nm⁻² s⁻¹, about half as large. A constant $G$ is thus an approximation. Over the same interval, however, the exponential itself falls by a factor of about $\exp(12.5)$.

To find the slope, let $u(X)=\Omega J/z$ be the growth rate, and define a local decay length $\ell$ by

$$\frac1\ell=-\frac{d\ln u}{dX}.$$

Then $d(1/u)/dX=1/(\ell u)$, and integration by parts gives

$$t=\int_{X_0}^{X}\frac{dX'}{u}=\left[\frac{\ell}{u}\right]_{X_0}^{X}-\int_{X_0}^{X}\frac{1}{u}\frac{d\ell}{dX'}\,dX' .$$

After long growth the lower end is negligible. The last integral is smaller than the first term by a factor of order $d\ell/dX$. Since $dX/d\ln t=t\,u(X)$, the slope is $\ell$ to leading order. Keeping the factors $\exp(-X/L)$ and $1/X^2$ gives $1/\ell=1/L+2/X$, and so

$$\frac{dX}{d\ln t}\approx\frac{L}{1+2L/X}.$$

The curve remains nearly straight against $\ln t$, with a slope that changes slowly as $X$ grows.

For the flat barrier $L=0.0797$ nm. At 3 nm the formula gives $0.0797/1.053=0.0757$ nm, and numerical integration of the full supply gives 0.0754 nm. The latter is 5.4% below $L$. Since $\phi_0\propto1/L^2$ at a given mass, identifying this slope directly with $L$ would overestimate the barrier by about 12% in this model.

### (g) The thickness at which tunnelling gives way

*Estimate the thickness at which thermal emission over the barrier competes with tunnelling, and state the other conditions that limit the growth law.*

**Solution.** An electron at energy $\epsilon$ above the Fermi level carries the thermal weight $\exp(-\epsilon/kT)$, but it meets a lower barrier. For a flat barrier the total exponent is $-h(\epsilon)$, with

$$h(\epsilon)=\frac{2X\sqrt{2m(\phi_0-\epsilon)}}{\hbar}+\frac{\epsilon}{kT}.$$

The square root is a concave function of $\epsilon$, and the second term is linear. The smallest $h$ on the interval from $0$ to $\phi_0$ therefore lies at one of its ends. These ends are tunnelling at the Fermi level, with $h=2\kappa X$, and emission over the top, with $h=\phi_0/kT$. For the slightly tilted barrier of the example, replace $\kappa$ by $\bar\kappa$. The two exponents are equal at

$$X_{\rm th}=\frac{\phi_0}{kT}\,L=\frac{1.50}{0.02585}\times0.0805\ \text{nm}\approx4.7\ \text{nm}.$$

This estimate ignores the prefactors. The film in part (e) is still at 3.35 nm after $10^6$ s, below this limit. At much greater thickness, emission supplies electrons at a rate without the factor $\exp(-X/L)$, and the derivation of part (d) no longer applies.

Temperature also broadens the electron supply before this limit is reached. Near the Fermi level, raising the energy by $kT$ reduces the tunnelling exponent by about

$$\frac{X}{L}\,\frac{kT}{2\phi_0}.$$

At 3.35 nm this is $41.6\times0.02585/3.0\approx0.36$. It is not negligible compared with 1, so the zero-temperature prefactor of part (f) is approximate at 300 K. The broadening was not included in the numerical results of part (f). At 300 K it brings the slope at 3 nm to about 4.5% below $L$ instead of 5.4%, and the overestimate of the barrier to about 10% instead of 12%.

The remaining conditions concern the potential and the film itself. If the ions cannot keep up, $U$ leaves $U_{\rm eq}$ and moves towards the ion-limited value $-V_M$ of part (c), so that it is no longer fixed during growth. If the boundary densities change during growth, $U_{\rm eq}$ changes with them, and so does $\bar\kappa$. Trapped charge bends the barrier, and if its effect varies with thickness, the exponent need not be linear in $X$.

A film of uneven thickness needs separate care, because the average of $\exp(-X/L)$ is not the exponential of the average. For a small spread with standard deviation $\sigma$, expansion to second order about the mean $\langle X\rangle$ gives

$$\left\langle\exp\left(-\frac XL\right)\right\rangle\approx\exp\left(-\frac{\langle X\rangle}{L}\right)\left(1+\frac{\sigma^2}{2L^2}\right).$$

The linear term vanishes because deviations from the mean average to zero. The thin places carry more than their share of the current. Since $L$ is only 0.08 nm here, the correction is small only if $\sigma$ is well below that length. The uniform-film law is therefore a model of local growth. If each place follows it independently with the same $L$ and $u_0$, thin places grow faster and the spread shrinks. The average thickness then approaches the same law once $t$ is much longer than the time constants $\tau$ of nearly all places.

The numerical output following the text lists the values of the main calculation.

## Values computed for the example and the checks

```
barrier height = 1.50 eV; temperature = 300 K
thermal energy kT = 0.02585 eV
cation charge number z = 2; volume per cation = 0.020 nm^3
flux prefactor G = 1.00e+13 1/(nm^2 s)
initial thickness X0 = 2.50 nm
cation densities inner, outer = 1.00, 0.01 1/nm^3
fast, slow ion D = 1.0e+03, 1.0e-06 nm^2/s
electron driving force V_M = 1.00 V
Fermi kinetic energy = 5.0 eV
U = 0.0 V: decay from Schroedinger eq. = 12.5491 1/nm, 2 kbar = 12.5491 1/nm
U = 0.1 V: decay from Schroedinger eq. = 12.3376 1/nm, 2 kbar = 12.3376 1/nm
U = 0.5 V: decay from Schroedinger eq. = 11.4372 1/nm, 2 kbar = 11.4365 1/nm
ion-equilibrium potential U = 0.05953 V
coupled potential at X0, fast ions = 0.05941 V
mean decay constant kbar = 6.2119 1/nm
growth length L = 0.08049 nm
rate prefactor u0 = 1.000e+11 nm/s
initial growth rate = 3.2436e-03 nm/s
time constant tau = 24.816 s
thickness gain per decade, L ln 10 = 0.1853 nm
t = 1e+02 s: log law X = 2.63002 nm, coupled fluxes X = 2.63001 nm
t = 1e+04 s: log law X = 2.98305 nm, coupled fluxes X = 2.98305 nm
t = 1e+06 s: log law X = 3.35353 nm, coupled fluxes X = 3.35353 nm
ion capacity D nL ln(n0/nL)/X0 = 18.421 1/(nm^2 s)
needed ion flux J_e/z at X0 = 0.1621 1/(nm^2 s)
slow ions: U at 2.5 nm = -0.99921 V
slow ions: U at 4.5 nm = 0.05952 V
slow ions: rate(2.6 nm)/rate(2.5 nm) = 0.95907
inverse-thickness ratio 2.5/2.6 = 0.96154
free-electron prefactor at X0 (flat barrier) = 1.015e+13 1/(nm^2 s)
free-electron prefactor at 3.5 nm = 5.041e+12 1/(nm^2 s)
flat-barrier length L = 0.07969 nm
late slope dX/dln t at 3 nm, numerical = 0.07541 nm
late slope L/(1+2L/X) at 3 nm = 0.07567 nm
thickness where exponents match thermal emission = 4.670 nm
```
